# Growth-Direction Strain of a Pseudomorphic Layer in a Thin Foil

## Strain relaxation of a misfitting layer in a thin foil

Suppose that the lattice spacing of a strained layer is measured in a cross-sectional electron-microscope foil, and the misfit is deduced from it with the formula for an uncut wafer. For a Poisson ratio of 0.28 and a very thin foil, the deduced misfit is 28% below the true one. Nothing is wrong with the spacing: cutting the foil has removed a stress that, in a layer with the larger lattice parameter, had been stretching it along the growth direction. The two limiting strains, and the passage between them, follow from linear elasticity.

### Geometry and strain convention

Let $z$ be the growth direction, $y$ the foil normal, which is also the beam direction, and $x$ the long direction in the foil. A buried layer of thickness $h$ occupies $|z|<h/2$, and the foil occupies $|y|<t/2$. Substrate material is taken to extend far beyond the layer on both sides. The misfit is

$$f=\frac{a_L-a_S}{a_S},\tag{1}$$

where $a_L$ and $a_S$ are the stress-free lattice parameters of layer and substrate. Both materials are isotropic, with the same Young's modulus $E$ and Poisson ratio $\nu$. The interfaces are coherent and free of dislocations.

The strain $e_{ij}$ is measured from the unstrained substrate lattice, as in a lattice image that uses distant substrate as its reference. It is the sum of the stress-free misfit and the elastic strain $\epsilon_{ij}$:

$$e_{ij}=f\delta_{ij}+\epsilon_{ij},\qquad
\epsilon_{ij}=\frac{1}{E}\left[(1+\nu)\sigma_{ij}-\nu\delta_{ij}\sigma_{kk}\right].\tag{2}$$

In the substrate $f$ is replaced by zero. Terms of relative order $f$ are neglected.

Before and after thinning, the layer is held to the substrate along $x$. The foil is long in that direction and contains much more substrate than layer, so $e_{xx}=0$. Equation (2) then gives

$$0=f+\frac{\sigma_{xx}-\nu(\sigma_{yy}+\sigma_{zz})}{E}
\quad\Rightarrow\quad
\sigma_{xx}=-Ef+\nu(\sigma_{yy}+\sigma_{zz}).\tag{3}$$

Inserting this in the $zz$ component,

$$\begin{aligned}
e_{zz}&=f+\frac{\sigma_{zz}-\nu\sigma_{yy}-\nu\sigma_{xx}}{E}\\
&=(1+\nu)f+\frac{1+\nu}{E}\left[(1-\nu)\sigma_{zz}-\nu\sigma_{yy}\right].
\end{aligned}\tag{4}$$

The second line uses $\sigma_{zz}(1-\nu^2)=(1+\nu)(1-\nu)\sigma_{zz}$. Equation (4) holds at each point of the foil, whatever its thickness.

### The two limits

In the uncut wafer the layer is also held along $y$, so $\epsilon_{xx}=\epsilon_{yy}=-f$, and by symmetry $\sigma_{xx}=\sigma_{yy}$. It is free to move along $z$, so $\sigma_{zz}=0$. Hooke's law gives $-f=(1-\nu)\sigma_{yy}/E$, hence

$$\sigma_{yy}=-\frac{Ef}{1-\nu}.\tag{5}$$

For positive $f$ this is compression. Equation (4) becomes

$$e_{zz}^{\rm bulk}=(1+\nu)f\left(1+\frac{\nu}{1-\nu}\right)
=\frac{1+\nu}{1-\nu}\,f.\tag{6}$$

Now let $t\ll h$. The faces $y=\pm t/2$ carry no traction, so $\sigma_{yy}$ and $\sigma_{yz}$ vanish there. Suppose first that the misfit, and with it the stress, varies along $z$ only over a distance of order $h$. A sharp interface adds a disturbance whose length scale is $t$, not $h$; it dies out within a distance of order $t$ of the interface, as (22) shows for the mean strain. The equilibrium equation $\partial_y\sigma_{yz}+\partial_z\sigma_{zz}=0$ limits $\sigma_{yz}$ to order $(t/h)\sigma_{zz}$, and $\partial_y\sigma_{yy}+\partial_z\sigma_{yz}=0$ then limits $\sigma_{yy}$ to order $(t/h)^2\sigma_{zz}$. The strains derive from a displacement, so $\partial_y^2e_{zz}=2\partial_y\partial_ze_{yz}-\partial_z^2e_{yy}$. Across the foil $e_{zz}$ therefore varies only by relative order $(t/h)^2$, and by (4) $\sigma_{zz}$ is nearly uniform in $y$. The force along $z$ through any cross-section is zero, because the ends of the foil are free. Away from the interfaces both $\sigma_{yy}$ and $\sigma_{zz}$ therefore vanish, and (4) leaves

$$e_{zz}^{\rm thin}=(1+\nu)f,\qquad
\frac{e_{zz}^{\rm thin}}{e_{zz}^{\rm bulk}}=1-\nu.\tag{7}$$

The remaining stress is $\sigma_{xx}=-Ef$. Compression along two directions has become compression along one. Once free to expand along $y$, the layer is no longer squeezed out as strongly along $z$.

### A foil of any thickness

Take first a misfit that varies as $f(z)=f_k\cos kz$. The uncut solution is (5) and (6) with $f$ replaced by $f(z)$. It satisfies equilibrium because $\sigma_{yy}$ does not depend on $y$, but it leaves a traction on the faces. A correcting field must supply

$$\sigma_{yy}^{c}=\sigma_0\cos kz,\quad \sigma_{yz}^{c}=0
\quad\text{at }y=\pm t/2,\qquad
\sigma_0=\frac{Ef_k}{1-\nu}.\tag{8}$$

Write its stresses with an Airy function $\phi$:

$$\sigma_{yy}^{c}=\phi_{zz},\qquad \sigma_{zz}^{c}=\phi_{yy},\qquad
\sigma_{yz}^{c}=-\phi_{yz},\tag{9}$$

where subscripts on $\phi$ denote derivatives. Equilibrium is then automatic. The correction has no strain along $x$, so its strains are

$$\epsilon_{zz}^{c}=\frac{1+\nu}{E}[(1-\nu)\phi_{yy}-\nu\phi_{zz}],\qquad
\epsilon_{yz}^{c}=-\frac{1+\nu}{E}\phi_{yz},$$

and $\epsilon_{yy}^{c}$ follows by exchanging $y$ and $z$. They derive from a displacement if $\partial_z^2\epsilon_{yy}^{c}+\partial_y^2\epsilon_{zz}^{c}=2\partial_y\partial_z\epsilon_{yz}^{c}$. Substitution gives

$$(1-\nu)(\phi_{yyyy}+\phi_{zzzz})-2\nu\phi_{yyzz}=-2\phi_{yyzz},$$

that is, $\nabla^4\phi=0$. A solution even in $y$ is

$$\phi=g(y)\cos kz,\qquad g=A\cosh ky+Bky\sinh ky.\tag{10}$$

The first term is harmonic. The Laplacian of the second is $2k^2B\cosh ky\cos kz$, which is harmonic too.

Let $\alpha=kt/2$. Zero shear on the faces requires $g'(t/2)=0$:

$$A\sinh\alpha+B(\sinh\alpha+\alpha\cosh\alpha)=0
\ \Rightarrow\ A=-B(1+\alpha\coth\alpha).\tag{11}$$

With $\cosh^2\alpha-\sinh^2\alpha=1$,

$$g(t/2)=-B\left[\cosh\alpha+\alpha\frac{\cosh^2\alpha-\sinh^2\alpha}{\sinh\alpha}\right]
=-B\,\frac{\alpha+\sinh\alpha\cosh\alpha}{\sinh\alpha}.$$

The normal traction is $-k^2g(t/2)=\sigma_0$, so

$$k^2B=\frac{\sigma_0\sinh\alpha}{\alpha+\sinh\alpha\cosh\alpha}.\tag{12}$$

Denote the mean over $y$ by angle brackets. Since $g'$ vanishes on both faces, $\langle\sigma_{zz}^{c}\rangle=0$. With $s=ky$,

$$\begin{aligned}
\langle g\rangle&=\frac1\alpha\int_0^\alpha(A\cosh s+Bs\sinh s)\,ds\\
&=\frac1\alpha[A\sinh\alpha+B(\alpha\cosh\alpha-\sinh\alpha)]
=-\frac{2B\sinh\alpha}{\alpha}.
\end{aligned}\tag{13}$$

Hence $\langle\sigma_{yy}^{c}\rangle=-k^2\langle g\rangle\cos kz=\sigma_0R(\alpha)\cos kz$, where

$$R(\alpha)=\frac{2\sinh^2\alpha}{\alpha(\alpha+\sinh\alpha\cosh\alpha)}.\tag{14}$$

The mean total stress is $\langle\sigma_{yy}\rangle=-\sigma_0(1-R)\cos kz$. Averaging (4),

$$\langle e_{zz}\rangle=(1+\nu)f_k\cos kz\left[1+\frac{\nu(1-R)}{1-\nu}\right]
=\frac{1+\nu}{1-\nu}(1-\nu R)f_k\cos kz.\tag{15}$$

For small $\alpha$, the series of numerator and denominator give

$$R=\frac{1+\alpha^2/3+2\alpha^4/45+\cdots}{1+\alpha^2/3+\alpha^4/15+\cdots}
=1-\frac{\alpha^4}{45}+\cdots,\tag{16}$$

while $R\to2/\alpha$ for large $\alpha$. Equation (15) thus contains both (6) and (7).

### A single layer

A layer of constant misfit is the sum of cosines

$$f(z)=\frac{2f}{\pi}\int_0^\infty\frac{\sin(kh/2)}{k}\cos kz\,dk.\tag{17}$$

Apply (15) to each cosine and put $k=2\alpha/t$:

$$\langle e_{zz}\rangle=\frac{1+\nu}{1-\nu}f\,[\Pi(z)-\nu G(z)],\quad
G(z)=\frac2\pi\int_0^\infty R\,\frac{\sin(\alpha h/t)}{\alpha}\cos\frac{2\alpha z}{t}\,d\alpha,\tag{18}$$

with $\Pi=1$ in the layer and 0 outside. The mean of $\cos(2\alpha z/t)$ over the layer is $\sin(\alpha h/t)/(\alpha h/t)$, so the layer-mean strain contains

$$\bar G=\frac{2t}{\pi h}\int_0^\infty R\,\frac{\sin^2(\alpha h/t)}{\alpha^2}\,d\alpha.\tag{19}$$

For $h/t\to\infty$, set $s=\alpha h/t$ in $G(0)$. Then $R(st/h)\to1$, and $\int_0^\infty\sin s\,ds/s=\pi/2$ gives $G(0)\to1$, the thin limit.

For $\rho=h/t\to0$, note that $\alpha+\sinh\alpha\cosh\alpha>\sinh\alpha\cosh\alpha$ implies $R<2\tanh\alpha/\alpha$, which is below both 2 and $2/\alpha$. Using $|\sin\alpha\rho|\le\alpha\rho$ up to $\alpha=1/\rho$ and $|\sin\alpha\rho|\le1$ beyond,

$$|G(0)|<\frac2\pi\left[\rho\left(2+2\ln\frac1\rho\right)+2\rho\right]
=\frac{4\rho}{\pi}\left(2+\ln\frac1\rho\right).\tag{20}$$

This tends to zero, so the bulk value is recovered. The logarithm comes from the tail $R\simeq2/\alpha$ and makes the approach slow.

### Overshoot of the thin limit

At the layer centre, $G(0)=\int_{-h/2}^{h/2}K(z)\,dz$, where $K$ is the inverse Fourier transform of $R(kt/2)$. Since $R(0)=1$, the integral of $K$ over all $z$ is 1. Since (16) has no $\alpha^2$ term, $\int z^2K\,dz=0$. Let $Q(H)=\int_{|z|>H}K\,dz$, which equals $1-G(0)$ for a layer with $h=2H$. Exchanging the order of integration,

$$\int_0^\infty2H\,Q(H)\,dH=\int_{-\infty}^{\infty}z^2K(z)\,dz=0.\tag{21}$$

So $Q$ takes both signs, and for some thicknesses $G(0)>1$: the mean strain at the layer centre then lies below $(1+\nu)f$. The thin limit is not a lower bound.

The deviation is a damped oscillation. Write $G(0)$ as $1/\pi$ times the imaginary part of the principal-value integral of $Re^{i\alpha h/t}/\alpha$ over the real line, and close the contour in the upper half-plane, between poles. The origin contributes 1. The other poles satisfy $\alpha_p+\sinh\alpha_p\cosh\alpha_p=0$. There the derivative of the left side is $1+\cosh2\alpha_p=2\cosh^2\alpha_p$, so $R/\alpha$ has residue $\tanh^2\alpha_p/\alpha_p^2$. The poles $\alpha_p$ and $-\alpha_p^*$ contribute equally, and the pair nearest the real axis gives

$$G(0)-1\simeq4\,{\rm Re}\left[\frac{\tanh^2\alpha_p}{\alpha_p^2}\,e^{i\alpha_ph/t}\right],\qquad
\alpha_p=1.125+2.106\,i.\tag{22}$$

The envelope falls as $e^{-2.106h/t}$. In a scan of $h/t$ from 0.8 to 2, the largest $G(0)$ is 1.027, at $h/t=1.30$. For $\nu=0.28$ the strain factor there is 1.267 instead of 1.280, a dip of 1%.

### Total extension and substrate contraction

Integrate (4) over the cross-section of a long, finite foil. The force $\int\sigma_{zz}\,dy$ does not depend on $z$ and vanishes at the free ends. Likewise $\int\sigma_{yy}\,dz$ does not depend on $y$ and vanishes on the faces. The stress terms therefore drop out, and

$$\int\langle e_{zz}\rangle\,dz=(1+\nu)fh\tag{23}$$

for any finite $t$, with $e_{xx}=0$ taken as exact. In a foil of length $L$ along $z$ that is also free at its ends along $x$, zero force along $x$ gives a small uniform strain $e_{xx}=fh/L$. This is negligible at any one point, but it changes the total extension by $-\nu fh$, spread evenly over $L$. For $L\gg t$, equation (23) therefore describes the layer and the substrate within several $t$ of it. It does not contradict (6). In a thick foil the layer extends by nearly the bulk amount, and a weak contraction of the substrate, spread over a distance of order $t$, makes up the difference.

### Variation through the foil

On a face the total $\sigma_{yy}$ is zero. From (10) and (12), the amplitude of $\sigma_{zz}$ there is

$$k^2g(t/2)+2k^2B\cosh\alpha=\sigma_0S,\qquad
S=\frac{\sinh\alpha\cosh\alpha-\alpha}{\sinh\alpha\cosh\alpha+\alpha}.$$

Because $(1-\nu)\sigma_0/E=f_k$, (4) gives at the layer centre

$$e_{zz}^{\rm face}=(1+\nu)f(1+P),\qquad
P=\frac2\pi\int_0^\infty S\,\frac{\sin(\alpha h/t)}{\alpha}\,d\alpha.\tag{24}$$

$S$ rises from 0 to 1, so $P\to0$ in a thin foil and $P\to1$ in a thick one. The face of a thick foil thus shows $2(1+\nu)f$, more than the bulk strain when $\nu<1/2$: the correcting traction puts the layer's surface in tension along $z$.

### A 10 nm layer in a 50 nm foil

Take $f=0.8\%$, $\nu=0.28$, $h=10$ nm and $t=50$ nm. The limits are

$$e_{zz}^{\rm bulk}=\frac{1.28}{0.72}\times0.8\%=1.422\%,\qquad
e_{zz}^{\rm thin}=1.28\times0.8\%=1.024\%.$$

With $a_S=0.543$ nm, the layer's lattice parameter along $z$ is 0.5507 nm in bulk and 0.5486 nm in the thin limit.

For the actual foil, $G(0)=0.577$, and the centre factor is $1.778(1-0.28\times0.577)=1.491$. A finite-element solution of the same elastic problem, which uses neither the Airy function nor (17), also gives 1.491. For the layer mean, the formula gives 1.514 and the finite elements 1.515. At fixed $h=10$ nm, the thickness-mean strains are:

| $t$ (nm) | centre (%) | layer mean (%) |
|---:|---:|---:|
| 2 | 1.024 | 1.032 |
| 10 | 1.017 | 1.063 |
| 20 | 1.072 | 1.111 |
| 50 | 1.193 | 1.211 |
| 100 | 1.273 | 1.282 |
| 1000 | 1.396 | 1.397 |

The 2 nm entry only illustrates the elastic limit: a real foil of that thickness would be fewer than four lattice parameters thick, where continuum elasticity without surface effects is not reliable. The 10 nm entry shows the overshoot. Even at 1000 nm the centre is 2% below the bulk strain, in keeping with the slow approach in (20).

Neither limit serves for the 50 nm foil. The layer mean of 1.211%, divided by 1.778, gives a misfit of 0.68%, which is 15% below the true value. Divided by 1.280 it gives 0.95%, which is 18% above.

The layer itself extends by $0.01211\times10=0.121$ nm, whereas (23) requires 0.102 nm in total, so the substrate contracts by 0.019 nm. At 10 nm from the interface its strain is $-0.036\%$; a reference taken there would make the layer strain appear 3% too large.

At the layer centre the local strain is 1.19% at mid-plane and 1.85% on the face. The plain thickness mean used above is a defined elastic quantity. A diffraction measurement that weights depths unequally can give a different number.

### Comparison with silicon-germanium on silicon

The parameters are rough values for a layer with about 20% germanium buried in silicon. An uncapped layer has the same two limits, but (18) does not describe the passage between them, because its upper surface is free. The isotropic assumption is the one that such crystals plainly break. Take rough silicon constants $C_{11},C_{12},C_{44}=166,64,80$ GPa, growth along [001] and a [110] foil normal. A strain $e$ along [110] has cube-axis components $e/2$ in $xx$, $yy$ and $xy$. The resulting stress, projected on [110] and on the in-plane direction perpendicular to it, gives the stiffnesses $(C_{11}+C_{12})/2\pm C_{44}=195$ and 35 GPa. The conditions $\sigma_{yy}=\sigma_{zz}=0$ with $\epsilon_{xx}=-f$ read

$$195\epsilon_{yy}+64\epsilon_{zz}=35f,\qquad 64\epsilon_{yy}+166\epsilon_{zz}=64f,\tag{25}$$

so $\epsilon_{zz}=0.362f$. The thin-foil factor is 1.362, which is 6.4% above the isotropic 1.280. For a [100] foil normal it is 1.278, and the bulk factor is 1.771, both close to the isotropic values. For a very thin [110] foil the ratio to bulk is $1.362/1.771=0.77$, so the bulk formula gives a misfit 23% too low instead of 28%. The intermediate strains in the table, and the 15% and 18% errors drawn from them, remain isotropic estimates.

Replacing silicon's constants by a linear 20% mixture with rough germanium values (128, 48, 67 GPa) changes the [110] thin factor by 0.06%. A rough surface stress of 1 N/m per face is balanced by $2/(50\times10^{-9})$ Pa $=40$ MPa in the foil, a strain of about 0.02%. Layer and substrate share it when their stiffness and thickness are equal, so it largely cancels in their comparison. Dislocations or interdiffusion would change the misfit profile itself and lie outside the model. The remaining values are in the numerical output.

## Computed results

```
Misfit f: 0.800 %; Poisson ratio: 0.28
Layer thickness: 10.0 nm; example foil: 50.0 nm
Rough substrate lattice parameter: 0.543 nm
Bulk factor: 1.7778; strain: 1.4222 %
Thin-foil factor: 1.2800; strain: 1.0240 %
Thin/bulk strain ratio: 0.7200
Bulk layer lattice parameter along z: 0.55072 nm
Thin layer lattice parameter along z: 0.54856 nm
Foil nm | h/t | centre strain % | layer-mean strain %
      2 |  5.00 | 1.0240 | 1.0316
      5 |  2.00 | 1.0191 | 1.0431
     10 |  1.00 | 1.0170 | 1.0633
     20 |  0.50 | 1.0715 | 1.1111
     50 |  0.20 | 1.1926 | 1.2115
    100 |  0.10 | 1.2725 | 1.2822
    200 |  0.05 | 1.3298 | 1.3347
   1000 |  0.01 | 1.3956 | 1.3966
Example centre relaxation G: 0.5767
Example centre factor, formula: 1.4907
Example centre factor, finite elements: 1.4910
Example layer-mean factor, formula: 1.5143
Example layer-mean factor, finite elements: 1.5146
Misfit read with bulk formula: 0.6815 %
Misfit read with thin formula: 0.9465 %
Layer-centre strain at foil surface: 1.8497 %
Layer-centre strain at foil mid-plane: 1.1854 %
Substrate strain 10 nm from interface: -0.0359 %
Integrated layer-plus-substrate extension: 0.10240 nm
Largest G on scan: 1.0269 at h/t = 1.30
Smallest centre factor on scan: 1.2666
Leading pole a: 1.1254 + 2.1062 i
Rough Si C11, C12, C44: 166, 64, 80 GPa
Rough Ge C11, C12, C44: 128, 48, 67 GPa
Cubic Si bulk factor: 1.7711
Cubic Si thin factor, [100] foil: 1.2783
Cubic Si thin factor, [110] foil: 1.3622
[110] change from isotropic thin factor: 6.42 %
20% Ge stiffness, thin [110] factor: 1.3631
Change due to alloy stiffness: 0.06 %
Rough surface stress: 1.0 N/m per face
Balancing foil stress: 40.0 MPa
Common surface-stress strain size: 0.0221 %
```
